# Interdiffusivity from the Decay of a Multilayer's First-Order X-Ray Satellite

## Problem

An amorphous Si/Ge multilayer has 16 periods of thickness \(\Lambda=4.00\) nm, each with equal thicknesses of Si and Ge. The stack begins and ends at the centre of a Si layer, and no atoms cross its outer faces. It is annealed near 600 K. The intensity \(I_1\) of the first-order satellite next to the direct beam is recorded after each anneal, with background subtracted:

| Anneal time (h) | \(I_1(t)/I_1(0)\) |
|---|---|
| 0 | 1.0000 |
| 2 | 0.8372 |
| 4 | 0.7010 |
| 6 | 0.5869 |
| 8 | 0.4914 |

These data come from a simulated anneal with a constant interdiffusivity \(D\), and the scattering is computed as weak single scattering.

1. Find how the first Fourier amplitude of the composition decays, and how the satellite intensity decays.
2. Extract \(D\) in cm²/s. What is obtained if the amplitude law is applied to the intensity?
3. The layers start sharp, not sinusoidal. Does this spoil the analysis, and may the peak-to-peak composition replace the Fourier amplitude?
4. Estimate the errors from multiple scattering, refraction, composition-dependent diffusion and other departures from the model.

## Solution

### 1. From composition amplitude to intensity

Let \(c(z,t)\) be the volume fraction of Ge. For constant \(D\),

\[
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial z^2}.
\]

The outer faces are mirror planes of the layer pattern, and the flux vanishes there. Reflecting the stack through them therefore continues it as a periodic structure. Define

\[
k=\frac{2\pi}{\Lambda},\qquad
A_m(t)=\frac{2}{\Lambda}\int_0^\Lambda c(z,t)e^{-imkz}\,dz .
\]

With the factor \(2/\Lambda\), a profile \(c=\bar c+a\cos kz\) has \(A_1=a\). For \(t>0\) the profile is smooth, so

\[
\frac{dA_m}{dt}=\frac{2D}{\Lambda}\int_0^\Lambda
\frac{\partial^2c}{\partial z^2}e^{-imkz}\,dz .
\]

Integrate by parts twice. The boundary terms cancel because \(c\), its slope and the exponential are periodic. Each integration moves one derivative onto the exponential and gives a factor \(+imk\):

\[
\frac{dA_m}{dt}=D(imk)^2A_m=-m^2Dk^2A_m .
\]

Hence

\[
A_1(t)=A_1(0)e^{-Dk^2t}.
\]

Now consider the scattering. Let the electron density be linear in composition, \(\rho=\rho_{\rm Si}+\Delta\rho\,c\). In weak scattering, the field from \(N\) periods at wave-vector transfer \(q=k\) is proportional to

\[
E=\int_0^{N\Lambda}\rho(z)e^{-ikz}\,dz .
\]

The constant \(\rho_{\rm Si}\) contributes nothing, because

\[
\int_0^{N\Lambda}e^{-ikz}\,dz=\frac{1-e^{-ikN\Lambda}}{ik}=0,
\qquad kN\Lambda=2\pi N .
\]

Each period contributes equally to the rest, so

\[
E=\Delta\rho\,N\int_0^\Lambda c\,e^{-ikz}\,dz
=\frac{\Delta\rho\,N\Lambda}{2}A_1 .
\]

The field carries one power of \(A_1\). A detector records \(I_1\propto|E|^2\), which carries two:

\[
\frac{I_1(t)}{I_1(0)}
=\left|\frac{A_1(t)}{A_1(0)}\right|^2=e^{-2Dk^2t}.
\]

Taking the logarithm and using \(k^2=4\pi^2/\Lambda^2\),

\[
\ln\frac{I_1(t)}{I_1(0)}=-\frac{8\pi^2D}{\Lambda^2}t,
\qquad
D=-\frac{\Lambda^2}{8\pi^2}\frac{d\ln I_1}{dt}.
\]

### 2. The interdiffusivity

The logarithms of the five ratios are 0, −0.1777, −0.3552, −0.5329 and −0.7105. The mean time is 4 h, so the least-squares slope is

\[
s=\frac{\sum_i(t_i-4\ {\rm h})\ln[I_1(t_i)/I_1(0)]}{\sum_i(t_i-4\ {\rm h})^2}
=\frac{0.3554-1.0658-2.8420}{40}\ {\rm h^{-1}}
=-0.0888\ {\rm h^{-1}} .
\]

With \(k=1.5708\) nm⁻¹,

\[
D=\frac{0.08881}{2(1.5708)^2}\ {\rm nm^2/h}=0.0180\ {\rm nm^2/h}.
\]

Since \(1\ {\rm nm^2/h}=10^{-14}\ {\rm cm^2}/3600\ {\rm s}=2.778\times10^{-18}\ {\rm cm^2/s}\),

\[
D=5.00\times10^{-20}\ {\rm cm^2/s}=5.00\times10^{-24}\ {\rm m^2/s}.
\]

The simulated anneal used \(5.000\times10^{-20}\) cm²/s.

If the intensity slope is put into the amplitude law, \(D=-s/k^2\), the result is \(1.00\times10^{-19}\) cm²/s, twice the correct value. The opposite mistake is also possible: if the data have already been converted to amplitudes by a square root, dividing their slope by \(2k^2\) gives half the correct value.

The table itself shows the distinction. The amplitude ratio at 8 h is \(\sqrt{0.4914}=0.701\), equal to the intensity ratio at 4 h. The amplitude needs twice as long to fall by a given factor: its lifetime is 22.5 h, against 11.3 h for the intensity.

A missing factor of two applied at every temperature adds \(\ln2\) to every value of \(\ln D\). It doubles the Arrhenius prefactor but leaves the activation energy, which comes from the slope, unchanged.

### 3. Sharp layers and peak-to-peak composition

Put \(z=0\) at the centre of a Si layer. Ge then occupies \(\Lambda/4<z<3\Lambda/4\), and initially

\[
A_1(0)=\frac{2}{\Lambda}\int_{\Lambda/4}^{3\Lambda/4}e^{-ikz}\,dz
=\frac{2}{\Lambda}\,\frac{i}{k}\left(e^{-3\pi i/2}-e^{-\pi i/2}\right)
=\frac{2}{\Lambda}\,\frac{i}{k}(2i)=-\frac{2}{\pi}.
\]

The same integral for \(m=3\) gives \(+2/(3\pi)\), and even harmonics vanish. The sharp profile thus contains many harmonics, but the equation for \(A_1\) contains no other \(A_m\). The first satellite decays as a single exponential from the start, within constant-\(D\) diffusion and weak scattering.

The third-order satellite should have nine times the logarithmic decay. The simulation gives 8.994. The small deficit is a grid effect: with 200 cells per period, the discrete second derivative replaces \((mk)^2\) by approximately \((mk)^2[1-(mkh)^2/12]\), where \(h\) is the cell width, and this lowers the ratio by 0.006.

The peak-to-peak composition behaves differently. Let \(u=Dk^2t\). Adding the harmonics at the centres of the Ge and Si layers gives

\[
c(\Lambda/2,t)-c(0,t)
=\frac4\pi\left(e^{-u}-\frac{e^{-9u}}3+\frac{e^{-25u}}5-\cdots\right).
\]

At 8 h, \(u=0.355\). The first two terms give \((4/\pi)(0.701-0.014)=0.875\), in agreement with the simulated profile. The peak-to-peak value began at 1, so it has fallen by 12%, while \(A_1\) has fallen by 30%. Treating 0.875 as the ratio of first amplitudes would give \(-\ln0.875/0.355=0.38\) of the correct \(D\).

### 4. Where the simple law fails

**Multiple scattering.** Write the refractive index as \(1-\delta\). At grazing angle \(\theta\), with vacuum wave number \(k_0=2\pi/\lambda\), the depth dependence of the field satisfies

\[
E''+k_0^2\left[\sin^2\theta-2\delta(z)\right]E=0 .
\]

Keep the mean and the first harmonic, \(\delta=\bar\delta+a\cos(kz+\phi)\). At the satellite the mean normal wave number is \(k/2\), so

\[
k_0^2(\sin^2\theta-2\bar\delta)=k^2/4 .
\]

Insert \(E=F(z)e^{ikz/2}+B(z)e^{-ikz/2}\). Drop second derivatives of the slowly varying \(F\) and \(B\), and drop the nonresonant terms \(e^{\pm3ikz/2}\). Matching the two remaining exponentials gives

\[
ikF'=k_0^2a\,e^{i\phi}B,\qquad
-ikB'=k_0^2a\,e^{-i\phi}F .
\]

With \(g=k_0^2a/k\), these become \(F'=-ige^{i\phi}B\) and \(B'=ige^{-i\phi}F\), so \(B''=g^2B\). No wave returns from below the stack of thickness \(L\), so \(B(L)=0\) and

\[
B=C\sinh[g(L-z)],\qquad
F=\frac{B'}{ige^{-i\phi}}=iCe^{i\phi}\cosh[g(L-z)] .
\]

The reflectivity is therefore

\[
R=\left|\frac{B(0)}{F(0)}\right|^2=\tanh^2x,\qquad x=gL .
\]

For small \(x\), \(R\simeq x^2\propto a^2\), which is the weak-scattering law. For larger \(x\) the reflection saturates. Since \(x\propto A_1\), we have \(x'=-Dk^2x\) and

\[
\frac{d\ln R}{dt}=\frac{2x'}{\sinh x\cosh x}
=-2Dk^2\,\frac{2x}{\sinh2x}.
\]

The last fraction is below one, so the simple law underestimates \(D\).

For \(\lambda=0.154\) nm, rough atom densities, with every electron counted as free and dispersion corrections left out, give \(\delta_{\rm Si}=7.45\times10^{-6}\) and \(\delta_{\rm Ge}=1.498\times10^{-5}\). The initial harmonic is \(a=2(\delta_{\rm Ge}-\delta_{\rm Si})/\pi=4.79\times10^{-6}\). With \(L=64\) nm, \(x=0.325\) and \(R=0.0987\). A recursive calculation that includes all reflections, but no absorption, gives 0.0988.

Over the five anneal times, the tanh² law makes the fitted \(D\) 4.9% too low relative to the input. Reading the peak maximum from the recursive calculation with absorption makes it 6.9% too low. This second figure includes a grid error of about 0.2%; on a converged grid it is 6.7%. If the outer media are index-matched to the mean of the stack, it falls to 4.5%, so about two points come from the outer faces. All these figures refer to the peak height. The satellite integrated over angle saturates less. With the reflectivity of the fully mixed film subtracted, the fitted \(D\) is about 2.5% low without absorption and outer faces, and about 3.6% low with both.

At fixed \(\Lambda\) and contrast, \(x\) is proportional to the number of periods. With 32 periods, \(x=0.65\) and the initial slope would be 23% too small. A brighter satellite is not automatically a better measure of \(D\).

**Refraction.** The satellite condition above, with \(k=2\pi/\Lambda\), becomes

\[
\sin^2\theta=\left(\frac{\lambda}{2\Lambda}\right)^2+2\bar\delta .
\]

This condition gives \(\theta=1.136^\circ\). Bragg's law without the refraction term turns that angle into \(\Lambda=3.88\) nm. Since \(D\propto\Lambda^2\) at fixed slope, refraction alone lowers \(D\) by 5.7%. The peak of the recursive calculation lies slightly lower, at \(\theta=1.131^\circ\). From it plain Bragg's law gives 3.90 nm, which lowers \(D\) by 4.9%, and the corrected formula gives 4.02 nm. The remaining 0.4% comes from the outer faces: with index-matched outer media the peak is at \(1.135^\circ\) and the corrected period is 4.00 nm.

**Composition-dependent diffusion.** If \(D\) depends on \(c\), define \(\Phi(c)=\int_0^cD(c')\,dc'\). Then \(\partial_tc=\partial_z^2\Phi\), and the same projection gives \(dA_1/dt=-k^2\Phi_1\), where \(\Phi_1\) is the first Fourier amplitude of \(\Phi\). For sharp layers, \(\Phi\) takes two values separated by \(\int_0^1D\,dc\). The initial apparent diffusivity is therefore the average of \(D\) over composition. Much later, when the modulation is weak, it approaches \(D(1/2)\).

Take \(D(c)=D(1/2)\,10^{c-1/2}\), so that diffusion is ten times faster in Ge than in Si. The initial average is

\[
\frac{1}{D(1/2)}\int_0^1D\,dc=\frac{\sqrt{10}-1/\sqrt{10}}{\ln10}=1.24 .
\]

Relative to \(D(1/2)\), the simulated apparent value is 19.5% high over 0–2 h and 3.6% high over 6–8 h. A single line through the 0–8 h data is 10.5% high. Between 40 and 48 h the difference is below 1%, but by then the satellite has only about 2% of its initial intensity. Curvature in the logarithmic plot is thus a warning against using one slope, though it does not identify the cause by itself.

**Gradient energy.** Interdiffusion is driven by free energy, whose curvature depends on the modulation wavelength. Consider a mean-field regular solution with interaction energy \(\Omega\) and neighbour distance \(r\). Its pair energy per atom is the average of \(\Omega c(z)[1-c(z+r\mu)]\), where \(\mu\) is the cosine of the angle between a bond and the layer normal. For \(c=\bar c+a_c\cos kz\), the second-order free energy, including the mixing entropy, is

\[
\frac{a_c^2}{4}\left[\frac{k_BT}{\bar c(1-\bar c)}
-2\Omega\langle\cos(kr\mu)\rangle\right].
\]

For isotropic bonds \(\langle\mu^2\rangle=1/3\), so \(\langle\cos(kr\mu)\rangle\simeq1-k^2r^2/6\). At fixed mobility \(D_k\) is proportional to the bracket, hence

\[
\frac{D_k}{D_{k\to0}}\simeq1+\frac{\Omega k^2r^2}{3f''},\qquad
f''=\frac{k_BT}{\bar c(1-\bar c)}-2\Omega .
\]

With rough values \(\Omega=0.04\) eV and \(r=0.24\) nm at 600 K, \(f''=0.127\) eV and the increase is 1.5%. This counts only the driving force. If atoms also move by isotropic jumps of length \(r\), the factor \(k^2\) in the rate becomes approximately \(k^2(1-k^2r^2/20)\), a decrease of 0.7%, and the net increase is about 0.8%. The estimate holds for a weak modulation about \(\bar c=1/2\). The sharp layers of pure Si and pure Ge start far outside that limit, so it should not be used to correct the 0–8 h fit. In the weak limit the correction grows as \(1/\Lambda^2\), and also as \(f''\) approaches zero. If the whole bracket becomes negative, the modulation grows instead of decaying.

**Ends and temperature.** If the stack instead begins with a full Si layer and ends with a full Ge layer, the mirror construction fails. The fitted \(D\) is then 3.9% low, including the 0.2% grid error. For a rough activation energy of 2 eV, a temperature 1 K higher raises \(D\) by about 7% at 600 K.

### Relation to a real multilayer

The few-nanometre period is realistic for amorphous Si/Ge. The value of \(D\) was chosen to give a measurable decay within hours and is not a measured property. Its diffusion length after 8 h is \(\sqrt{2Dt}=0.54\) nm, which shows why a short period is useful for such slow diffusion.

Real layers need not have a constant \(D\): it can depend on composition, and it can change with time as the amorphous structure relaxes. The tenfold contrast above is a chosen value, not a measured one. It puts the 0–8 h fit 10.5% above \(D(1/2)\), and a thousandfold contrast of the same exponential form puts it about 69% above. Relaxation was not sized. The analysis also requires a single amorphous phase. If crystals form, the diffusion equation used in the projection no longer describes the whole period, and the satellite slope cannot be converted to \(D\) by this formula. The complete set of values is in the numerical output.

## Computed results

```
Period: 4.00 nm
Number of periods: 16
Input D: 5.000e-20 cm2/s
Modulation wave number k: 1.5708 1/nm
Satellite ratio at 0 h: 1.0000
Satellite ratio at 2 h: 0.8372
Satellite ratio at 4 h: 0.7010
Satellite ratio at 6 h: 0.5869
Satellite ratio at 8 h: 0.4914
Slope of ln intensity: -0.08881 1/h
Extracted D: 4.999e-20 cm2/s
Extracted D, converted: 4.999e-24 m2/s
D with factor two omitted: 9.998e-20 cm2/s
Intensity lifetime: 11.26 h
Amplitude lifetime: 22.52 h
Amplitude ratio at 8 h: 0.7010
Peak-to-peak composition at 8 h: 0.8751
Third/first order log-decay ratio: 8.994
D error, half-thickness end layers: -0.21 %
D error, full-thickness end layers: -3.92 %
X-ray wavelength: 0.154 nm
Rough atom density Si, Ge: 50, 44 1/nm3
Rough absorption Si, Ge: 150, 350 1/cm
Delta Si: 7.445e-06
Delta Ge: 1.498e-05
Initial coupling x: 0.3252
Initial tanh-squared reflectivity: 0.0987
Initial lossless recursive reflectivity: 0.0988
Initial peak reflectivity with absorption: 0.0926
D error, weak-scattering check: -0.37 %
D error, tanh-squared law: -4.85 %
D error, full peak reflectivity: -6.88 %
Satellite angle theta: 1.1313 degree
Period from plain Bragg law: 3.900 nm
Period after refraction correction: 4.017 nm
D error from plain Bragg period: -4.94 %
Chosen D ratio Ge/Si: 10
Variable-D apparent error, 0-2 h: 19.51 %
Variable-D apparent error, 6-8 h: 3.58 %
Variable-D apparent error, 0-8 h fit: 10.50 %
Variable-D apparent error, 40-48 h: -0.55 %
Temperature: 600 K
Rough interaction energy: 0.040 eV
Rough neighbour distance: 0.24 nm
Free-energy curvature per atom: 0.1268 eV
Gradient-energy change, formula: 1.49 %
Gradient-energy change, direct average: 1.48 %
Rough activation energy: 2.0 eV
D change for 1 K higher temperature: 6.65 %
```
